# Slowest Oxygen Relaxation of a Film on a Blocking Substrate: verification in Python

```python
"""Slowest oxygen relaxation of a film with one blocked face.

Result under test: tau = L/k + L^2/(3D) + k L^3/(45 D^2) + ...
for small B = k L/D.  L: thickness, k: surface exchange coefficient,
D: chemical diffusion coefficient, u: departure from equilibrium.
Scaled time is D t/L^2; scaled position runs from the blocked face (0)
to the exchanging face (1).  The slowest mode is cos(b x), b tan b = B.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq


def slow_root(biot):
    return brentq(lambda b: b*np.sin(b) - biot*np.cos(b),
                  0.0, np.pi/2, xtol=1e-15, rtol=1e-15)


def scaled_tau(biot):
    return 1/slow_root(biot)**2


def two_terms(biot):
    return 1/biot + 1/3


def film_matrix(biot, cells=400, profile=None, back=0.0):
    """Finite-volume balances; profile gives the relative diffusivity."""
    h = 1/cells
    if profile is None:
        profile = np.ones_like
    link = profile(np.arange(1, cells)*h)/h
    top_d = profile(np.array([1 - h/4]))[0]
    top = 1/(1/biot + h/(2*top_d))
    diagonal = np.zeros(cells)
    diagonal[:-1] += link
    diagonal[1:] += link
    diagonal[-1] += top
    if back > 0:
        diagonal[0] += 1/(1/back + h/2)
    return diagonal/h, -link/h, top


def film_tau(biot, **options):
    diagonal, off, _ = film_matrix(biot, **options)
    rates = eigh_tridiagonal(diagonal, off, eigvals_only=True)
    return 1/rates[0]


# Diagonalized local balances against the analytic statements.
for biot in (0.01, 0.5, 5.0, 100.0):
    diagonal, off, top = film_matrix(biot)
    rates, modes = eigh_tridiagonal(diagonal, off)
    b = slow_root(biot)
    # Tolerances cover the second-order error of 400 cells.
    assert abs(rates[0]/b**2 - 1) < 2e-5
    assert 1/rates[1] < 1/np.pi**2
    mode = modes[:, 0]
    flux = top*mode[-1]
    resistance = (mode.mean() - flux/biot)/flux
    assert abs(resistance/(1/b**2 - 1/(b*np.tan(b))) - 1) < 2e-4
    weight = mode.sum()**2/len(mode)
    formula = 2*biot**2/(b**2*(b**2 + biot**2 + biot))
    assert abs(weight - formula) < 2e-5
    full = np.diag(diagonal) + np.diag(off, 1) + np.diag(off, -1)
    integrated = np.linalg.solve(full, np.ones(len(mode))).mean()
    assert abs(integrated/two_terms(biot) - 1) < 2e-5

# Explicit partial-fraction sum against the film resistance.
n = np.arange(1, 1000001)
for b in (0.3, 1.0, 1.5):
    explicit = np.sum(2/(n**2*np.pi**2 - b**2))
    assert abs(explicit - (1/b**2 - 1/(b*np.tan(b)))) < 1e-6

# High-precision root against the small-B expansions.
mp.mp.dps = 40
small = mp.mpf('0.001')
root = mp.findroot(lambda b: b*mp.tan(b) - small, mp.sqrt(small))
third_coefficient = (1/root**2 - 1/small - mp.mpf(1)/3)/small
assert abs(third_coefficient*45 - 1) < 5e-4
assert abs((small - root**2)/small**2*3 - 1) < 1e-3
small_weight = 2*small**2/(root**2*(root**2 + small**2 + small))
weight_coefficient = (1 - small_weight)/small**2
assert abs(weight_coefficient*45 - 1) < 5e-3

# Bounds over six decades of B.
grid = np.logspace(-2, 4, 121)
ratio = np.array([scaled_tau(B)/two_terms(B) for B in grid])
assert np.all(ratio > 1) and np.all(np.diff(ratio) > 0)
assert np.all(ratio < 12/np.pi**2)
assert np.all(1 - 1/ratio < 4*grid**2/135)
assert abs(ratio[-1] - 12/np.pi**2) < 1e-3
one_percent = brentq(lambda B: scaled_tau(B)/two_terms(B) - 1.01, 0.1, 10)

# Example: round model parameters, lengths in cm and times in s.
L, k, D = 50e-7, 1e-9, 1e-14
temperature, anneal = 623.0, 3600.0
B = k*L/D
unit_time = L**2/D
surface_time, diffusion_time = L/k, L**2/(3*D)
estimate = surface_time + diffusion_time
third_term = k*L**3/(45*D**2)
tau = unit_time*scaled_tau(B)
b = slow_root(B)
diagonal, off, _ = film_matrix(B)
rates, modes = eigh_tridiagonal(diagonal, off)
weights = modes.sum(axis=0)**2/len(diagonal)
remaining = np.sum(weights*np.exp(-rates*anneal/unit_time))
one_mode = weights[0]*np.exp(-anneal/tau)
assert abs(remaining - one_mode) < 1e-3

# Coefficients recovered from two thicknesses.
thin, thick = 25e-7, 100e-7
tau_thin = thin**2/D*scaled_tau(k*thin/D)
tau_thick = thick**2/D*scaled_tau(k*thick/D)
slope = (tau_thick/thick - tau_thin/thin)/(thick - thin)
D_found = 1/(3*slope)
k_found = 1/(tau_thin/thin - slope*thin)
assert abs(k_found/k - 1) < 0.05 and abs(D_found/D - 1) < 0.1


def relax(slope_with_content, cells=60):
    """Return 1/e time and late decay time of the mean, both scaled."""
    h = 1/cells
    top = 1/(1/B + h/2)

    def change(time, u):
        factor = 1 + slope_with_content*(u[1:] + u[:-1])/2
        flow = np.zeros(cells + 1)
        flow[1:-1] = -factor*np.diff(u)/h
        flow[-1] = top*(1 + slope_with_content*u[-1])*u[-1]
        return -np.diff(flow)/h

    end = 10*scaled_tau(B)
    run = solve_ivp(change, (0, end), np.ones(cells), method='Radau',
                    rtol=1e-7, atol=1e-11, dense_output=True)
    assert run.success
    fall = brentq(lambda t: run.sol(t).mean() - np.exp(-1), 0, end)
    early, late = run.sol(0.9*end).mean(), run.sol(end).mean()
    return fall, 0.1*end/np.log(early/late)


content_slope = 0.5
fall_constant, late_constant = relax(0.0)
fall_variable, late_variable = relax(content_slope)
assert abs(late_constant/scaled_tau(B) - 1) < 1e-3
assert abs(late_variable/scaled_tau(B) - 1) < 1e-3

# Sizes of neglected effects.
activation, warmer = 1.0, 10.0
boltzmann_ev = const.k/const.e
thermal_ev = boltzmann_ev*temperature
heat_factor = np.exp(activation/boltzmann_ev
                     * (1/(temperature + warmer) - 1/temperature))
back_fraction = 0.05
leaky_tau = unit_time*film_tau(B, back=back_fraction*B)
half_width = 10e-4
edge_rate = D*slow_root(k*half_width/D)**2/half_width**2
density, permittivity, mass_ratio = 1e18, 10.0, 0.34
debye_cm = 100*np.sqrt(permittivity*const.epsilon_0*const.k*temperature
                       / (const.e**2*density*1e6))
band_density = 2e-6*(mass_ratio*const.m_e*const.k*temperature
                     / (2*np.pi*const.hbar**2))**1.5
barrier = 0.05


def skin_tau(sign):
    def profile(x):
        screened = np.exp(-(1 - x)*L/debye_cm)
        return np.exp(sign*2*barrier/thermal_ev*screened)
    return unit_time*film_tau(B, profile=profile)


enriched_tau, depleted_tau = skin_tau(1), skin_tau(-1)
assert enriched_tau < tau < depleted_tau


def percent(new, old):
    return 100*(new/old - 1)


print(f"Film thickness L = {L*1e7:.0f} nm")
print(f"Exchange coefficient k = {k:.1e} cm/s")
print(f"Diffusion coefficient D = {D:.1e} cm2/s")
print(f"Temperature = {temperature:.0f} K")
print(f"B = kL/D = {B:.3f} (no unit)")
print(f"Slowest root b = {b:.5f} rad")
print(f"Film resistance factor S = {1/b**2 - 1/B:.5f} (no unit)")
print(f"Surface term L/k = {surface_time:.1f} s")
print(f"Diffusion term L^2/3D = {diffusion_time:.1f} s")
print(f"Two-term sum = {estimate:.1f} s")
print(f"Third term = {third_term:.1f} s")
print(f"Exact model tau = {tau:.1f} s = {tau/3600:.3f} h")
print(f"Error of L/k alone = {percent(surface_time, tau):.2f} %")
print(f"Error of two-term sum = {percent(estimate, tau):.3f} %")
print(f"Second-mode time = {unit_time/rates[1]:.1f} s")
print(f"Slowest-mode weight = {weights[0]:.5f} (no unit)")
print(f"Anneal time = {anneal:.0f} s")
print(f"Step left after anneal, all modes = {100*remaining:.2f} %")
print(f"Step left after anneal, one mode = {100*one_mode:.2f} %")
print(f"B where tau exceeds sum by 1 percent = {one_percent:.3f} (no unit)")
print(f"Upper limit of tau/sum = {12/np.pi**2:.5f} (no unit)")
print(f"Computed tau/sum at B = {grid[-1]:.0f}: {ratio[-1]:.5f} (no unit)")
print(f"Third-term coefficient at B=0.001: {float(third_coefficient):.7f}")
print(f"Two test thicknesses = {thin*1e7:.0f}, {thick*1e7:.0f} nm")
print(f"Their times = {tau_thin:.1f}, {tau_thick:.1f} s")
print(f"Recovered k = {k_found:.4e} cm/s")
print(f"Recovered D = {D_found:.4e} cm2/s")
print(f"Assumed activation energy of k and D = {activation:.2f} eV")
print(f"Tau change for {warmer:.0f} K warmer = {100*(heat_factor-1):.1f} %")
print(f"Assumed k,D increase at full step = {100*content_slope:.0f} %")
print(f"1/e time, constant k,D = {fall_constant*unit_time:.1f} s")
print(f"1/e time, variable k,D = {fall_variable*unit_time:.1f} s")
print(f"Late decay time, variable k,D = {late_variable*unit_time:.1f} s")
print(f"Assumed back/front exchange = {100*back_fraction:.0f} %")
print(f"Tau change from leaky back = {percent(leaky_tau, tau):.2f} %")
print(f"Patterned film width = {2*half_width*1e4:.0f} um")
print(f"Rate added by two open edges = {100*edge_rate*tau:.4f} %")
print(f"Assumed electron density = {density:.1e} cm^-3")
print(f"Assumed relative permittivity = {permittivity:.1f} (no unit)")
print(f"Assumed electron mass = {mass_ratio:.2f} free-electron masses")
print(f"Electron density / band density = {density/band_density:.4f}")
print(f"Electron Debye length = {debye_cm*1e7:.2f} nm")
print(f"Assumed surface band bending = {barrier:.3f} eV")
print(f"Thermal energy = {thermal_ev:.4f} eV")
print(f"Tau change, vacancy-rich skin = {percent(enriched_tau, tau):.1f} %")
print(f"Tau change, vacancy-poor skin = {percent(depleted_tau, tau):.1f} %")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Film thickness L = 50 nm
Exchange coefficient k = 1.0e-09 cm/s
Diffusion coefficient D = 1.0e-14 cm2/s
Temperature = 623 K
B = kL/D = 0.500 (no unit)
Slowest root b = 0.65327 rad
Film resistance factor S = 0.34322 (no unit)
Surface term L/k = 5000.0 s
Diffusion term L^2/3D = 833.3 s
Two-term sum = 5833.3 s
Third term = 27.8 s
Exact model tau = 5858.0 s = 1.627 h
Error of L/k alone = -14.65 %
Error of two-term sum = -0.422 %
Second-mode time = 230.6 s
Slowest-mode weight = 0.99562 (no unit)
Anneal time = 3600 s
Step left after anneal, all modes = 53.85 %
Step left after anneal, one mode = 53.85 %
B where tau exceeds sum by 1 percent = 0.835 (no unit)
Upper limit of tau/sum = 1.21585 (no unit)
Computed tau/sum at B = 10000: 1.21573 (no unit)
Third-term coefficient at B=0.001: 0.0222169
Two test thicknesses = 25, 100 nm
Their times = 2711.6, 13510.3 s
Recovered k = 1.0042e-09 cm/s
Recovered D = 9.3847e-15 cm2/s
Assumed activation energy of k and D = 1.00 eV
Tau change for 10 K warmer = -25.5 %
Assumed k,D increase at full step = 50 %
1/e time, constant k,D = 5832.5 s
1/e time, variable k,D = 4587.7 s
Late decay time, variable k,D = 5858.0 s
Assumed back/front exchange = 5 %
Tau change from leaky back = -6.27 %
Patterned film width = 20 um
Rate added by two open edges = 0.0142 %
Assumed electron density = 1.0e+18 cm^-3
Assumed relative permittivity = 10.0 (no unit)
Assumed electron mass = 0.34 free-electron masses
Electron density / band density = 0.0672
Electron Debye length = 5.45 nm
Assumed surface band bending = 0.050 eV
Thermal energy = 0.0537 eV
Tau change, vacancy-rich skin = -4.6 %
Tau change, vacancy-poor skin = 13.1 %
ALL CHECKS PASSED
```
